# Conductance peak of a uniform continuum of interface traps, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the trap rate equation to the peak

A routine that converts a measured conductance peak into an interface trap density has to multiply the peak height by some number. It needs a second number to turn the peak frequency into a capture time. If the traps sit at one energy, the peak of $G_p/\omega$ is one half of the trap capacitance and lies where the angular frequency times the relaxation time is 1. If they form a continuum that is uniform in energy, the height is 0.402 of the trap capacitance and the frequency-time product is 1.98. Reading a continuum with the factor of the single level multiplies the height by 2 where 2.485 is needed, and the trap capacitance comes out 20 % too low.

### Quantities and assumptions

The case treated is an n-type semiconductor under an insulator and a gate, biased into depletion. The traps lie at the interface and exchange electrons with the conduction band. SI units are used in the derivation, and all extensive quantities are per unit gate area.

- $q$ is the positive elementary charge, $k$ is Boltzmann's constant and $T$ is the temperature.
- $D$ is the number of traps per area and per energy, in $\mathrm{m^{-2}\,J^{-1}}$.
- $n$ is the equilibrium electron density at the surface, and $n_s(t)$ is its value under the signal.
- $c$ is the capture coefficient, equal to the cross-section times the thermal speed.
- $f$ is the probability that a trap holds an electron, and $f_0$ is its equilibrium value.
- $\psi$ is the surface potential relative to the semiconductor bulk. A positive change attracts electrons to the surface.

Small signals vary as $e^{j\omega t}$, so a capacitance has the admittance $+j\omega C$. The surface potential is taken to be the same over the whole gate. Holes are left out, $c$ is the same for all traps, and $D$ is constant over several $kT$ around the Fermi level.

### One trap energy

An empty trap captures electrons at the rate $cn_s$, and a filled trap emits at a rate $e$. Hence

$$\frac{df}{dt}=c\,n_s(1-f)-e f .$$

The emission rate depends on the distance of the trap from the conduction band at the surface. Trap and band edge move together when $\psi$ changes, so $e$ is constant under the signal. Its value follows from equilibrium, where capture and emission balance:

$$c\,n(1-f_0)=e f_0\quad\Rightarrow\quad e=c\,n\,\frac{1-f_0}{f_0}.$$

Now write $n_s=n+\delta n$ and $f=f_0+\delta f$. The rate equation becomes

$$\frac{d\,\delta f}{dt}=c(n+\delta n)(1-f_0-\delta f)-e(f_0+\delta f).$$

The terms without a small quantity cancel by the balance condition. The product $\delta n\,\delta f$ is of second order and is dropped. What remains is

$$\frac{d\,\delta f}{dt}=c\,\delta n(1-f_0)-(cn+e)\,\delta f .$$

The factor in front of $\delta f$ simplifies when $e$ is inserted:

$$cn+e=cn\left(1+\frac{1-f_0}{f_0}\right)=\frac{cn}{f_0}.$$

Define the capture time $\tau=1/(cn)$. The time derivative gives a factor $j\omega$, so

$$\left(j\omega+\frac{1}{\tau f_0}\right)\delta f=\frac{1-f_0}{\tau}\,\frac{\delta n}{n}.$$

Multiplication by $\tau f_0$ gives

$$(1+j\omega\tau f_0)\,\delta f=f_0(1-f_0)\frac{\delta n}{n}.$$

The relaxation time of a level is therefore $\tau f_0$, not $\tau$. A trap well below the Fermi level has $f_0\approx1$ and relaxes in the time $\tau$. A trap above the Fermi level relaxes faster, because its emission is faster. At the Fermi level the relaxation time is $\tau/2$.

The electron density follows the potential. If the surface electrons stay in equilibrium with the bulk and obey Boltzmann statistics, then $n_s=n\exp(q\,\delta\psi/kT)$. To first order $\delta n/n=q\,\delta\psi/kT$, and

$$\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,\frac{q\,\delta\psi}{kT}.$$

Suppose first that there are $N_1$ traps per area, all at this energy. Captured electrons bring the charge $-qN_1\delta f$, and the external circuit supplies the opposite charge $+qN_1\delta f$ to the gate side. The current is the time derivative of that charge, and the admittance is this current over $\delta\psi$:

$$Y_1=\frac{j\omega C_1}{1+j\omega\tau f_0},\qquad C_1=\frac{q^2N_1}{kT}f_0(1-f_0).$$

To separate the real part, set $y=\omega\tau f_0$ and multiply numerator and denominator by $1-jy$:

$$Y_1=\omega C_1\frac{j(1-jy)}{1+y^2}=\omega C_1\frac{y+j}{1+y^2}.$$

Thus $G_1/\omega=C_1\,y/(1+y^2)$. Its derivative with respect to $y$ is $C_1(1-y^2)/(1+y^2)^2$, which changes from positive to negative at $y=1$. The maximum is $C_1/2$.

The quantity $G/\omega$ measures loss: it is proportional to the energy dissipated per cycle at a fixed amplitude of $\delta\psi$. At low frequency the occupancy follows the potential without lag, and little is lost. At high frequency the occupancy hardly changes within a cycle. The loss is largest in between.

### The sum over energy

For a continuum, the number $N_1$ is replaced by $D\,dE$. All levels feel the same $\delta\psi$, so their currents add:

$$Y=j\omega\frac{q^2D}{kT}\int_{-\infty}^{\infty}\frac{f_0(1-f_0)}{1+j\omega\tau f_0}\,dE .$$

The infinite limits stand for a continuum that extends many $kT$ to both sides of the Fermi level $E_F$. How far it must reach is worked out below.

The equilibrium occupancy is $f_0=1/(1+e^{(E-E_F)/kT})$. A degeneracy factor of the trap shifts the effective energy by a constant and leaves an integral over a uniform continuum unchanged. Differentiation gives

$$\frac{df_0}{dE}=-\frac{1}{kT}\frac{e^{(E-E_F)/kT}}{(1+e^{(E-E_F)/kT})^2}=-\frac{f_0(1-f_0)}{kT}.$$

The factor $f_0(1-f_0)\,dE/kT$ in the integral is therefore $-df_0$. As $E$ runs upward, $f_0$ runs from 1 to 0. The minus sign reverses these limits. With $x=\omega\tau$ and the trap capacitance $C_{it}=q^2D$,

$$Y=j\omega C_{it}\int_0^1\frac{df_0}{1+jxf_0}.$$

The uniform continuum thus acts as a set of relaxation times $\tau f_0$ spread evenly between 0 and $\tau$. The antiderivative of the integrand is $\ln(1+jxf_0)/(jx)$, which vanishes at $f_0=0$. Hence

$$Y=j\omega C_{it}\frac{\ln(1+jx)}{jx}=\frac{C_{it}}{\tau}\ln(1+jx).$$

The number $1+jx$ has modulus $\sqrt{1+x^2}$ and phase $\arctan x$, so its logarithm is $\tfrac12\ln(1+x^2)+j\arctan x$. Writing $Y=G_p+j\omega C_p$ and dividing by $\omega$ gives

$$\frac{G_p}{\omega}=C_{it}\frac{\ln(1+x^2)}{2x},\qquad C_p=C_{it}\frac{\arctan x}{x}.$$

The limits show what the two functions mean. For $x\ll1$, $\ln(1+x^2)\approx x^2$ and $\arctan x\approx x$. Then $C_p\to C_{it}$, since all traps follow, and $G_p/\omega\to C_{it}x/2$. For $x\gg1$, $G_p/\omega\approx C_{it}\ln x/x$, so $G_p\approx(C_{it}/\tau)\ln(\omega\tau)$. This conductance keeps growing slowly with frequency as long as the continuum contains faster levels, whereas that of a single level saturates at $C_1/(\tau f_0)$. In a real semiconductor the growth ends when the levels next to the conduction band are reached. The growth comes from levels above the Fermi level, which have ever shorter relaxation times.

The formulas were tested against the rate equation integrated in time. Levels from 12 $kT$ below to 14 $kT$ above the Fermi level were driven by a surface potential of amplitude $0.01\,kT/q$. At $x=0.5$, 1.98 and 6, both $G_p/(\omega C_{it})$ and $C_p/C_{it}$ agreed with the closed forms to within 0.001. At $x=1.98$ the integration gave a loss of 0.4024.

### Position and height of the maximum

Let $g(x)=\ln(1+x^2)/(2x)$. The quotient rule gives

$$g'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].$$

The sign of $g'$ is that of the bracket. With $u=1+x^2$, the bracket becomes

$$H(u)=2\left(1-\frac1u\right)-\ln u,\qquad H'(u)=\frac{2}{u^2}-\frac1u=\frac{2-u}{u^2}.$$

At $x=0$, $u=1$ and $H=0$. From there $H$ rises until $u=2$, and then it falls without limit because of the logarithm. It therefore has one zero with $u>1$, positive values before it and negative values after it. So $g$ has one stationary point at positive $x$, and that point is its maximum.

The zero can be written in closed form. Set $v=1/u$. Then $H=0$ reads $-\ln v=2-2v$, or $v=e^{2v-2}$. Multiplication by $-2e^{-2v}$ gives

$$(-2v)\,e^{-2v}=-2e^{-2}.$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so $-2v=W(-2e^{-2})$. The argument lies between $-1/e$ and 0, where $W$ has two real branches. One solution is seen at once: $-2v=-2$, which means $v=1$ and $x=0$. It lies below $-1$ and belongs to the branch $W_{-1}$. The maximum belongs to the principal branch:

$$v=-\tfrac12W_0(-2e^{-2})=0.2032,\qquad x_p=\sqrt{\frac1v-1}=1.980 .$$

Code without a Lambert function can repeat $v\leftarrow e^{2v-2}$ from a start near 0.2. Close to the solution each pass multiplies the error by the derivative of the right side, which is $2v\approx0.41$.

For the height, the condition $H=0$ allows the logarithm to be replaced by $2x_p^2/(1+x_p^2)$:

$$g(x_p)=\frac{1}{2x_p}\,\frac{2x_p^2}{1+x_p^2}=\frac{x_p}{1+x_p^2}=x_pv=0.4024 .$$

In terms of measurable quantities,

$$\left(\frac{G_p}{\omega}\right)_{\!\rm peak}=0.402\,q^2D\quad\text{at}\quad\omega\tau=1.98 .$$

### Why the peak is lower and broader

Substituting $y=xf_0$ in the real part of the integral gives

$$g(x)=\frac1x\int_0^x\frac{y}{1+y^2}\,dy .$$

This is the average of the single-level loss curve over the interval from 0 to $x$. Relaxation times differ, so the levels cannot all be at their own maximum together, and the average stays below 0.5. Levels with $f_0=1/x_p=0.505$ are at their own maximum when the sum is. They lie within about $0.02\,kT$ of the Fermi level. Expressed with the relaxation time $\tau/2$ of a trap at the Fermi level, the frequency-time product at the maximum is 0.99 instead of 1.98.

The single-level curve falls to half its height where $y/(1+y^2)=1/4$, which gives $y=2\pm\sqrt3$ and a frequency ratio $(2+\sqrt3)^2=13.9$. For the continuum the ratio is 28.7. The measured ratio is a check on the model before its factor is used.

The flatness of the maximum sets the frequency grid. Let $s=\ln x$. From the expression for $g'$,

$$\frac{dg}{ds}=xg'=\frac{x}{1+x^2}-g .$$

Differentiating again, and using $dg/ds=0$ at the maximum,

$$\frac{d^2g}{ds^2}=\frac{x_p(1-x_p^2)}{(1+x_p^2)^2}=g(x_p)\frac{1-x_p^2}{1+x_p^2}=-0.594\,g(x_p).$$

To second order the relative loss of height is $0.297\,[\ln(\omega/\omega_p)]^2$, with $\omega_p$ the peak position. With five points per decade the nearest point is at most a tenth of a decade away, so $|\ln(\omega/\omega_p)|\le0.23$ and the height is missed by at most about 1.6 %. The position is less well fixed than the height, and a fit to several points serves it better.

### How far the continuum must reach

The part of the loss from occupancies between $f_1$ and $f_2$ follows from the same integral with changed limits. Its share of the peak is

$$\frac{\ln(1+x_p^2f_2^2)-\ln(1+x_p^2f_1^2)}{\ln(1+x_p^2)} .$$

For levels within $3\,kT$ of the Fermi level, $f_1=0.047$ and $f_2=0.953$, and the share is 94.6 %. The missing part is mostly below the Fermi level. Levels far above it relax too fast to lose much energy at this frequency. At 300 K the window is 0.08 eV to either side. If the trap density does not rise steeply outside this window, the value found from one peak is thus a local one, weighted over the window, and not an average over the band gap.

## Part 2. From terminal data to a trap density

The first part considered traps of density $D$ per area and energy, with capture time $\tau=1/(cn)$, where $c$ is the capture coefficient and $n$ is the surface electron density. With $x=\omega\tau$ and $C_{it}=q^2D$, the trap branch has

$$\frac{G_p}{\omega}=C_{it}\,g(x),\quad g(x)=\frac{\ln(1+x^2)}{2x},\quad C_p=C_{it}\frac{\arctan x}{x}.$$

The maximum of $g$ is 0.4024, at $x_p=1.980$. A level of equilibrium occupancy $f_0$ relaxes in the time $\tau f_0$.

### Removing the insulator

An instrument does not measure $G_p$. It measures the terminal admittance $Y_m=G_m+j\omega C_m$ of the semiconductor in series with the insulator capacitance $C_{ox}$. The semiconductor admittance $Y_s$ contains the trap branch in parallel with the depletion capacitance $C_d$. The latter is lossless, so the real part of $Y_s$ is still $G_p$. From $1/Y_s=1/Y_m-1/(j\omega C_{ox})$,

$$Y_s=\frac{j\omega C_{ox}Y_m}{j\omega C_{ox}-Y_m}
=\frac{-\omega^2C_{ox}C_m+j\omega C_{ox}G_m}{-G_m+j\omega\Delta},\qquad \Delta=C_{ox}-C_m .$$

Multiply numerator and denominator by $-G_m-j\omega\Delta$. The denominator becomes $G_m^2+\omega^2\Delta^2$. The real part of the numerator is

$$\omega^2C_{ox}C_mG_m+\omega^2C_{ox}G_m\Delta=\omega^2C_{ox}G_m(C_m+\Delta)=\omega^2C_{ox}^2G_m .$$

Division by $\omega$ gives

$$\frac{G_p}{\omega}=\frac{\omega\,G_m\,C_{ox}^2}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

The peak is to be sought in this quantity, not in $G_m/\omega$, because the correction changes with frequency through $C_m$ and $G_m$.

For $G_m\ll\omega\Delta$ the result is proportional to $C_{ox}^2/(C_{ox}-C_m)^2$. A small relative error in $C_{ox}$ then enters multiplied by

$$2-\frac{2C_{ox}}{C_{ox}-C_m}=-\frac{2C_m}{C_{ox}-C_m}.$$

This factor is small while $C_m\ll C_{ox}$. Without the restriction on $G_m$, the same differentiation gives the factor $2-2\omega^2C_{ox}\Delta/(G_m^2+\omega^2\Delta^2)$. If the trap capacitance is far above $C_{ox}$, then near the peak both $G_m/\omega$ and $\Delta$ are of the order $C_{ox}^2/C_{it}$, and the magnitude of the factor grows in proportion to $C_{it}/C_{ox}$. Such a trap capacitance cannot be read reliably from terminal data.

The loss peak of a uniform trap continuum has the height $0.402\,q^2D$ and lies at $\omega\tau=1.98$, and $G_p/\omega$ can be obtained from terminal data by removing the insulator capacitance. What remains is to convert the result to the usual units, work through a silicon example and examine the effects that can distort the density.

Numerical values quoted here were computed with a short program.
